# Do residual block-copolymer dislocations reveal their equilibrium formation energy?

**Question**

Suppose a lamellar block-copolymer film with a 28 nm pitch is annealed for ten minutes at 503 K, and about 100 tight dislocation pairs per cm² remain. There are about $10^{11}$ places per cm² where a pair could sit. Boltzmann's law then seems to give a formation energy near 21 $kT$, and the remaining defects seem to be the thermodynamic floor of the material. Is that inference sound? If not, how large can the formation energy be, and what does the count tell me?

**Answer**

The inference assumes that the film has equilibrated, which a single count cannot show. Two separate quantities are needed: the formation energy, which sets the equilibrium population, and the annihilation barrier, which sets how fast the film approaches it. I estimate the first from chain physics and treat the second as an input. Energies are in units of $kT$ unless another unit is given.

**Stiffness of the layers**

Take a symmetric diblock with $N$ segments of length $a$, unperturbed size $R_0=a\sqrt N$ and chain volume $V_c$, in the strong-segregation approximation. Each block is a stretched brush attached to an interface.

In a melt brush, a chain of $n_b$ segments must reach the interface after the same number of segments wherever its free end lies. A harmonic potential has this equal-time property, so a chain with its end at height $s$ follows $z=s\cos(\pi n/2n_b)$. Its stretching energy is

$$\frac{3}{2a^2}\int_0^{n_b}\left(\frac{dz}{dn}\right)^2dn=\frac{3\pi^2s^2}{16n_ba^2}.$$

The end distribution $g(s)=s/(H\sqrt{H^2-s^2})$ fills a flat brush of height $H$ uniformly, because

$$\int_z^H g(s)\,\frac{2n_b}{\pi\sqrt{s^2-z^2}}\,ds=\frac{n_b}{H}.$$

It gives $\langle s^2\rangle=2H^2/3$, hence a mean energy $\pi^2H^2/(8n_ba^2)$. For pitch $L$, each block has $n_b=N/2$ and $H=L/4$, so the two blocks together cost $\pi^2L^2/(32R_0^2)$.

For the interface, let $\rho=N/V_c$ be the segment density, $\chi$ the interaction parameter and $\phi$ the local fraction of one block. The gradient energy density is

$$\rho\left[\frac{a^2\phi'^2}{24\phi(1-\phi)}+\chi\phi(1-\phi)\right].$$

At the minimum the two terms are equal. The tension is therefore $\gamma=2\rho a\sqrt{\chi/24}\int_0^1d\phi=\rho a\sqrt{\chi/6}$. Each chain occupies interface area $2V_c/L$, so

$$F_c(L)=\frac{\pi^2L^2}{32R_0^2}+\frac{2R_0}{L}\sqrt{\frac{\chi N}{6}}.$$

Setting $F_c'(L_0)=0$ gives $L_0^3=(32R_0^3/\pi^2)\sqrt{\chi N/6}$. This makes the interfacial part of $F_c''$ twice the stretching part, so $F_c''=3\pi^2/(16R_0^2)$. The compression modulus per volume is

$$B=\frac{L_0^2F_c''}{V_c}=\frac{3\pi^2L_0^2}{16R_0^2V_c}.$$

Bending needs one more step. Along each harmonic path, $\int z^2dn=s^2n_b/2$. The stretching energy is therefore proportional to the summed $z^2$ of the segments, whatever the end distribution. Per volume it is $Cz^2$ with $C=3\pi^2/(2R_0^2V_c)$.

Let an interface have curvature $c$ and block volume $v$ per area on each side. The two brush heights satisfy $H_\pm\pm cH_\pm^2/2=v$, or

$$H_\pm=v\mp\frac{cv^2}{2}+\frac{c^2v^3}{2}+\dots$$

The required moments are

$$\int_0^{H_\pm}z^2(1\pm cz)\,dz=\frac{H_\pm^3}{3}\pm\frac{cH_\pm^4}{4}=\frac{v^3}{3}\mp\frac{cv^4}{4}+\frac{c^2v^5}{4}+\dots$$

The linear terms cancel between the two sides. Dividing the quadratic part, $Cc^2v^5/2$, by the volume $2v$ gives $Cc^2v^4/4=Kc^2/2$. A change of $v$ with curvature enters only at higher order, since the flat layer is at its minimum. With $v=L_0/4$,

$$K=\frac{Cv^4}{2}=\frac{BL_0^2}{64},\qquad \lambda=\sqrt{K/B}=\frac{L_0}{8}.$$

This keeps the harmonic potential on the convex side too, and neglects the correction to the end distribution there.

**Energy of one dislocation**

Let the lamellae stand upright and be uniform through a film of thickness $h$. Take $x$ along the layers, $z$ along their normal and $u$ as the layer displacement. The energy per volume is $\frac12Bu_z^2+\frac12Ku_{xx}^2$, whose minimum obeys $Bu_{zz}=Ku_{xxxx}$.

A dislocation adds one layer, so its Burgers length is $b=L_0$. For $z>0$ the field

$$u=\frac b4\left[1+\operatorname{erf}\frac{x}{2\sqrt{\lambda z}}\right]$$

satisfies $u_z=\lambda u_{xx}$, and therefore $u_{zz}=\lambda^2u_{xxxx}$, as required. It rises by $b/2$; the mirror field below, with opposite sign, supplies the other $b/2$.

Since $u_z=\lambda u_{xx}$, the energy density equals $B\lambda u_zu_{xx}$, and

$$u_zu_{xx}=\partial_x(u_zu_x)-\tfrac12\partial_z(u_x^2).$$

Leave out the core strip $|z|<z_c$, where elasticity is least reliable. The side and distant boundary terms vanish, and the two halves give

$$\frac{E_1}{h}=\lambda B\int u_x^2\Big|_{z_c}dx,\qquad u_x=\frac{b}{4\sqrt{\pi\lambda z}}e^{-x^2/4\lambda z}.$$

The Gaussian integral yields

$$E_1=\frac{h\lambda Bb^2}{8\sqrt{2\pi\lambda z_c}}.$$

The energy does not grow with the film's lateral size. This linear smectic model therefore allows a nonzero equilibrium density of free dislocations, though it may be extremely small.

The linear strain omits layer rotation. With $u_z-\frac12u_x^2$ as the strain, the equation for $z>0$ becomes $u_z-\frac12u_x^2=\lambda u_{xx}$. Substituting $u=2\lambda\ln\varphi$ turns it into $\varphi_z=\lambda\varphi_{xx}$, solved by

$$\varphi=1+\frac{e^{b/4\lambda}-1}{2}\left[1+\operatorname{erf}\frac{x}{2\sqrt{\lambda z}}\right].$$

The new energy term, $\frac12u_x^2u_{xx}=\partial_x(u_x^3/6)$, integrates to zero, so the edge integral for $E_1$ still applies. For $b/\lambda=8$ and $z_c=L_0/2$ it gives 0.983 of the linear energy.

**Energy of a pair**

Two opposite dislocations at the same $x$ attract along $z$; if they are offset along the layers, the force along $z$ can be repulsive. To find their energy, replace $(u_x,u_z)$ by fields $(w_x,w_z)$ that need not derive from a single-valued displacement. At wavevector $q$ the Burgers content fixes $q_xw_z-q_zw_x=\beta$, apart from a phase. Minimizing $\frac12Bw_z^2+\frac12Kq_x^2w_x^2$ under this constraint gives

$$\frac{\beta^2/2}{q_x^2/B+q_z^2/(Kq_x^2)}=\frac{K\beta^2q_x^2}{2(q_z^2+\lambda^2q_x^4)}.$$

For a pair separated by $(x,z)$, $\beta^2=2b^2[1-\cos(q_xx+q_zz)]e^{-2\lambda z_cq_x^2}$. The last factor smooths each core and is chosen to reproduce $E_1$ for an isolated dislocation. Integrate over $d^2q/4\pi^2$, using

$$\int_{-\infty}^{\infty}\frac{\cos(q_zz)}{q_z^2+m^2}dq_z=\frac{\pi}{m}e^{-m|z|},\qquad m=\lambda q_x^2.$$

The sine product is odd and drops out, leaving

$$\frac{E_{\rm pair}}{h}=\frac{Kb^2}{4\pi\lambda}\int dq_x\,e^{-2\lambda z_cq_x^2}\left[1-e^{-\lambda q_x^2|z|}\cos q_xx\right].$$

The first term is $2E_1/h$. The Gaussian integral of the second gives

$$E_{\rm pair}=2E_1\left[1-\sqrt{\frac{2z_c}{|z|+2z_c}}\exp\left(-\frac{x^2}{4\lambda(|z|+2z_c)}\right)\right].$$

At large separation this tends to $2E_1$. At zero separation it vanishes, because the Burgers contents cancel.

**Numbers for a patterning film**

I use rough typical values for polystyrene-block-poly(methyl methacrylate): $L_0=28$ nm, $h=35$ nm, $\chi N=18$, chain mass 50 kg/mol and density 1.0 g/cm³. They give $V_c=83.0$ nm³ and $R_0=15.75$ nm, hence $B=0.0704\,kT$/nm³ and $\lambda=3.5$ nm. With $z_c=14$ nm,

$$E_1=\frac{35(3.5)(0.0704)(28)^2}{8\sqrt{2\pi(3.5)(14)}}\approx48.$$

For a pair two pitches apart along the normal, $x=0$ and $z=56$ nm:

$$E_{\rm pair}=2(48.2)\left[1-\sqrt{28/84}\right]\approx41,$$

or about 1.8 eV. Two pitches apart along the layers, the interaction nearly vanishes and the pair costs about 96 $kT$.

**The equilibrium count**

Divide the film into sites of area $A_s=L_0^2$, or $1.28\times10^{11}$ sites per cm². For $M$ sites and $y=e^{-E_1}$, a dilute neutral gas of $P$ positive and $P$ negative free dislocations has

$$Z=\sum_P\frac{(My)^{2P}}{(P!)^2}.$$

Multiplying each term by $P^2$ shifts the sum by one and gives $\langle P^2\rangle=(My)^2$. Since $\langle P\rangle\le\sqrt{\langle P^2\rangle}$, the density of free dislocations is at most $2y/A_s$. When $My\ll1$, $\langle P\rangle\approx(My)^2$, which is far smaller. Here the upper bound is $3\times10^{-10}$ cm⁻².

Bound pairs add $n_{\rm eq}=A_s^{-1}\sum e^{-E_{\rm pair}}$. I sum over separations of at least two pitches in one direction and no more than ten in either. The two lowest-energy orientations, $z=\pm2L_0$, dominate:

$$n_{\rm eq}\approx2(1.28\times10^{11})e^{-40.7}\approx5\times10^{-7}\ {\rm cm}^{-2}.$$

Within this estimate, 100 pairs per cm² exceeds equilibrium by a factor of about $2\times10^8$. That factor is very sensitive to the energy and to which pairs are counted. For pairs only one pitch apart along the normal, whose omitted strips touch, the same formula would give 28 $kT$ and about 0.14 cm⁻², reducing the excess to about 700; the formula is not reliable that close. Rare compared with the number of sites does not mean rare compared with equilibrium.

**Why the excess can survive**

To annihilate, a pair must break and reconnect layers. Smectic elasticity does not contain that cost. Let the barrier seen from the defect be $W$, the formation energy $F$, and the reaction coordinate $r$ run from the perfect state at 0 to the defect at 1. A smooth model path is

$$G=\begin{cases}(F+W)\sin^2\pi r,&r<1/2,\\F+W\sin^2\pi r,&r>1/2.\end{cases}$$

For path length $L_0$ and diffusivity $D$, the steady probability current towards the perfect state is $J=(D/L_0^2)e^{-G}\,d(pe^G)/dr$. Integrate with $p=0$ at the perfect end and divide by the population of the defect well:

$$k=\frac{D/L_0^2}{\left(\int e^{G-F}dr\right)\left(\int_{\rm well}e^{-(G-F)}dr\right)}.$$

For $W\gg1$ both integrals are Gaussian. The well is half a Gaussian and contributes $1/(2\sqrt{\pi W})$. The two sides of the barrier contribute

$$\frac{e^W}{2\sqrt\pi}\left(\frac1{\sqrt W}+\frac1{\sqrt{W+F}}\right).$$

Therefore

$$k=\frac{4\pi(D/L_0^2)W}{1+\sqrt{W/(W+F)}}\,e^{-W}.$$

At fixed $W$ and $D$, raising $F$ from zero to any positive value changes this rate by at most a factor of two, while the equilibrium population falls mainly as $e^{-F}$, apart from a weak factor from the well widths.

I tested this separation by diagonalizing the diffusion operator for $W=16$ with $F=6$ and $F=10$. The decay rates differed by 3.6%. After a time $1/k$, the surviving fractions were 0.380 and 0.379. Misread as equilibrium populations, both give $\ln(0.62/0.38)\approx0.5$, although the true energies are 6 and 10.

Now choose $W=15$ (0.65 eV) and $D=1000$ nm²/s for the film. These are illustrative inputs, not measurements. With $F=40.7$ the rate is $4.8\times10^{-5}$ s⁻¹. Creation must balance annihilation at equilibrium, so

$$\frac{dn}{dt}=-k(n-n_{\rm eq}),\qquad n=n_{\rm eq}+(n_0-n_{\rm eq})e^{-kt}.$$

Starting from $n_0=100$ cm⁻² after early ordering, 600 s gives $100e^{-0.029}\approx97$ cm⁻². Reaching 0.01 cm⁻² takes $\ln(10^4)/k$, or about 53 h.

The barrier matters greatly. With the other inputs fixed, the rate formula gives a half-life of about 2.3 minutes for $W=10$, 4 h for $W=15$ and 460 h for $W=20$; because the formula is asymptotic in $W$, the exact integrals give times 2 to 5% longer. Trapping is a result of $kt\ll1$, not of a large formation energy by itself.

**What your count does tell you**

If the density started above equilibrium and decays by this law, then $n\ge n_{\rm eq}$. The two lowest-energy orientations alone contribute $2e^{-E_{\rm pair}}/A_s$ to $n_{\rm eq}$, so

$$E_{\rm pair}\ge\ln\frac{2}{A_sn}.$$

For 97 cm⁻² the right side is 21.7. Your 21 $kT$ came from the rounded site count and left out the factor of two for orientation. With both corrected, the count gives 21.7 $kT$ as a lower bound on the formation energy, not its value. The bound refers to sites of area $L_0^2$; a tenfold change in the site area would shift it by 2.3 $kT$. It becomes an estimate when $kt\gg1$ and the film has settled at $n_{\rm eq}$. If the film started with too few defects, the inequality need not hold.

**How firm is the 41 $kT$?**

It is a model estimate, and the core is its weakest part. Superposing the two linear dislocation fields gives about 34 $kT$ outside the omitted strips; the rest of the 41 $kT$ comes from the way the cores were smoothed. Equilibrium alone would explain the count if the pair energy were 0.53 of the calculated value. Doubling the omitted half-thickness to $z_c=L_0$ lowers $E_1$ to 34 $kT$, and the pair formula then gives $2(34.1)(1-\sqrt{1/2})\approx20$ $kT$, below that threshold. In that case the two omitted strips meet midway between the dislocations, so the formula has smoothed away much of the pair it should describe. Still, elasticity alone cannot settle the energy of a tight pair; a calculation that resolves the core is needed. The pair separated along the layers is less sensitive to the core: with the same moduli and the thicker strip it still costs about 67 $kT$.

Other neglected effects can be sized. The largest linear strain at the edge of the 14 nm strip is 0.12, but the layer slope reaches 0.56 there, which is not small. For the smoothed tight pair, a numerical minimization that includes layer rotation gives about 54 $kT$ instead of 41. The strong-segregation formula for the interface width, $2a/\sqrt{6\chi}$, gives 0.11 of the pitch. At $\chi N=18$ the self-consistent profile is broader, about 0.19 of the pitch or nearly two fifths of one domain, so strong segregation is only a rough approximation. Self-consistent field theory, which resolves the interface, gives a compression modulus about 35.5% lower at the same pitch and chain volume. With $\lambda$ unchanged, that alone would lower the tight pair from 41 to about 26 $kT$ and raise its equilibrium density to about 1 cm⁻². The same theory applied to curved layers gives $\lambda\approx0.095L_0$ instead of $0.125L_0$. With both changes, the linear pair formula gives about 23 $kT$ and 30 cm⁻², within a factor of about three of the count. The size of the excess is therefore uncertain by many orders of magnitude, and this model alone cannot prove that the film is far from equilibrium.

The estimate also assumes an unguided film. A guiding pattern penalizes displaced layers: a chosen penalty of 0.005 $kT$/nm² over a patch $2L_0$ on a side would add $0.005\times3136\approx16$ $kT$. It may also change $W$, which this estimate does not predict. Thickness matters too. At fixed pitch and moduli, each extra nanometre adds $40.7/35\approx1.2$ $kT$ to the pair and lowers its equilibrium density about threefold.

Isolated dislocations are a separate case, because they must first find partners. At 100 defects per cm² the mean spacing is 1 mm. Just to diffuse that far at the chosen $D$ would take roughly $(10^6\ {\rm nm})^2/(4D)=2.5\times10^8$ s, or about eight years. Without attraction, meeting a small partner would take longer still. The single-barrier law above describes tight pairs, not this search.

**How to decide experimentally**

Hold temperature, thickness and guiding pattern fixed, and vary the annealing time. A continuing fall shows that the earlier count was not at equilibrium. A plateau is weaker evidence, since a spread of barriers can leave a slowly decaying remainder. A stronger check is to approach from both sides: films prepared with many defects and with very few should reach the same density. This works only if that density is high enough to count; otherwise the experiment gives just an upper limit on it. If they do not, the count still carries the film's history, and Boltzmann's law cannot turn it into a formation energy.

The main values of the worked example are in the numerical output below.

## Computed values

```
pitch: 28 nm
film thickness: 35 nm
temperature: 503 K
thermal energy kT: 0.04335 eV
segregation chi N: 18
chain molar mass: 50 kg/mol
mass density: 1.0 g/cm3
chain volume: 83.03 nm3
unperturbed chain size R0: 15.75 nm
compression modulus B: 0.07042 kT/nm3
compression modulus B: 0.489 MPa
elastic length lambda: 3.50 nm
core strip half-thickness: 14 nm
one dislocation, outside core: 48.18 kT
tight pair, 2 pitches along normal: 40.73 kT
tight pair energy: 1.765 eV
pair, 2 pitches along layers: 96.33 kT
site density: 1.276e+11 cm-2
free dislocations, equilibrium bound: 3.04e-10 cm-2
bound pairs, equilibrium: 5.25e-07 cm-2
starting pair density: 100 cm-2
annihilation barrier: 15 kT
annihilation barrier: 0.650 eV
path diffusivity: 1000 nm2/s
annihilation rate: 4.842e-05 1/s
anneal time: 600 s
pair density after anneal: 97.14 cm-2
excess over equilibrium: 1.85e+08 times
apparent pair energy: 21.69 kT
target density: 0.01 cm-2
time to target: 52.8 h
half-life, barrier 10 kT: 0.0382 h
half-life, barrier 15 kT: 3.98 h
half-life, barrier 20 kT: 459 h
nonlinear/linear dislocation energy: 0.9833
largest strain at strip edge: 0.121
interface width / pitch: 0.108
one dislocation, strip twice as thick: 34.07 kT
break-even energy factor: 0.533
mean defect spacing: 1.00 mm
diffusive travel over spacing: 2.50e+08 s
test: rate-law error, barrier 8 kT: 6.03 %
test: rate-law error, barrier 16 kT: 2.75 %
test: survivors, formation 6 kT: 0.3800
test: survivors, formation 10 kT: 0.3789
test: slow-rate ratio, 10 to 6 kT: 1.0361
```
